# Why radiation trapping is not diffusion: escape through the line wings

## What goes wrong with a diffusion estimate

Resonance light in an optically thick gas is absorbed and re-emitted many times, which suggests a diffusion model with a mean free path $1/k_0$, where $k_0$ is the absorption coefficient at line centre. For the 0.1 m slab treated below, that model predicts that the excitation survives for 0.23 s. Solving the transport problem for the same gas, with a pure Doppler line and atoms that stay in place while excited, gives 2.0 ms. The diffusion model also gets the scaling wrong, because it makes the lifetime grow as the square of the thickness $L$.

The error lies in using one mean free path. Each emission draws a new frequency, and a photon emitted far in the wing can cross the whole gas in one flight. Such flights are rare, but they carry the excitation out.

## Model and line strength

The gas is uniform and weakly excited, and its atoms emit independently and isotropically. Atomic motion during the excited lifetime and the flight time of light are neglected, as is quenching at first. Redistribution is complete: the emitted frequency follows the absorption profile and keeps no memory of the absorbed one. For a Lorentz line this needs frequent dephasing collisions, since natural wings scatter nearly coherently. For a Doppler line it is an approximation.

Let $x$ be the detuning in units of a width $\Delta$, which is the $1/e$ half width for Doppler and the half width at half maximum for Lorentz. The normalized profiles are

$$\phi_D=\frac{e^{-x^2}}{\sqrt\pi},\qquad \phi_L=\frac{1}{\pi(1+x^2)},\qquad k(x)=k_0\frac{\phi(x)}{\phi(0)}.$$

Detailed balance fixes $k_0$. Let $S$ be the absorption cross-section integrated over frequency $\nu$. Isotropic thermal light with mean occupation $\bar n$ has photon flux $8\pi\bar n/\lambda^2$ per unit frequency. When $h\nu\gg k_BT$, stimulated emission is negligible and $\bar n=e^{-h\nu/k_BT}$. Balancing absorption against emission gives $n_1S\,8\pi\bar n/\lambda^2=n_2A$, with $n_2/n_1=(g_2/g_1)e^{-h\nu/k_BT}$. The exponentials cancel. For atomic density $N$,

$$\int k\,d\nu=NS=\frac{g_2}{g_1}\frac{\lambda^2NA}{8\pi},\qquad k_0=\frac{NS\,\phi(0)}{\Delta}.$$

## Step lengths without a mean

A photon of detuning $x$ travels beyond $r$ with probability $e^{-k(x)r}$. Averaging over the emitted line gives

$$T(r)=\int\phi(x)e^{-k(x)r}dx,$$

and the step-length density is $-dT/dr$. A sum of exponentials with arbitrarily small $k$ need not decay exponentially.

Write $a=k_0r$. For Lorentz, set $x=\tan\theta$, so that $dx/(1+x^2)=d\theta$, and use $\cos^2\theta=(1+\cos2\theta)/2$:

$$T_L=\frac1\pi\int_{-\pi/2}^{\pi/2}e^{-a\cos^2\theta}d\theta=e^{-a/2}I_0(a/2)\to\frac1{\sqrt{\pi a}}.$$

The limit follows from $I_0(z)\to e^z/\sqrt{2\pi z}$. For Doppler, set $u=ae^{-x^2}$ on each half line, so that $dx=-du/(2ux)$ and $x=\sqrt{\ln(a/u)}$:

$$T_D=\frac{1}{a\sqrt\pi}\int_0^a\frac{e^{-u}du}{\sqrt{\ln a-\ln u}}\simeq\frac{1-\gamma/(2\ln a)}{a\sqrt{\pi\ln a}}.$$

Here the root was expanded in $\ln u/\ln a$, and $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, with $\gamma$ Euler's constant.

For the moments, $\int_0^\infty r^qke^{-kr}dr=\Gamma(1+q)k^{-q}$ at each frequency, hence

$$\langle r^q\rangle=\Gamma(1+q)\int\phi\,k^{-q}dx.$$

At $q=1$ the integrand is the constant $\phi(0)/k_0$. The mean step is therefore infinite for any profile with unbounded wings: the rarity of wing emission is cancelled by the length of the flight. For fractional $q$ the integrals are elementary:

$$k_0^q\langle r^q\rangle_D=\frac{\Gamma(1+q)}{\sqrt{1-q}},\qquad k_0^q\langle r^q\rangle_L=\frac{\Gamma(1+q)\Gamma(\frac12-q)}{\sqrt\pi\,\Gamma(1-q)}.$$

The first exists for $0\le q<1$, the second for $0\le q<\frac12$.

In practice the container cuts off the steps. The mean of $\min(r,R)$ is $\int_0^RT\,dr$. For Lorentz this grows as $2\sqrt{k_0R/\pi}/k_0$. For Doppler, integrating over $r$ first, then by parts in $s=x^2$, and setting $u=k_0Re^{-s}$ gives

$$\frac{2}{k_0\sqrt\pi}\int_0^{k_0R}\sqrt{\ln(k_0R)-\ln u}\;e^{-u}du\simeq\frac2{k_0}\sqrt{\frac{\ln(k_0R)+\gamma}{\pi}}.$$

At $k_0R=10^6$ the capped means are 4.28 and 1128 in units of $1/k_0$. The Doppler mean is only about four line-centre paths and grows very slowly with $R$, yet diffusion still fails, because it needs a finite second moment.

## From steps to a transport law

A photon emitted at one point is absorbed per unit volume at distance $\rho$ with density $ke^{-k\rho}/(4\pi\rho^2)$. Integrating over a plane at distance $|z|$, with area element $2\pi\rho\,d\rho$, gives $\frac k2E_1(k|z|)$, where $E_1(y)=\int_y^\infty e^{-v}dv/v$. The excited density $n(z,t)$ in a slab then obeys the Holstein equation

$$\frac{\partial n}{\partial t}=-A\left[n-\int_0^LK(z-z')n(z')dz'\right],\quad K(z)=\frac12\int\phi\,k\,E_1(k|z|)dx.$$

Its slowest mode decays as $e^{-gAt}$, which defines the escape factor $g$. Early decay also contains faster modes.

The behaviour at large distance follows from the Fourier transform. The angular average of a plane wave is $\sin(q\rho)/(q\rho)$, and $\int_0^\infty e^{-k\rho}\sin(q\rho)\,d\rho/\rho=\arctan(q/k)$. Therefore

$$\sigma(q)=1-\hat K(q)=\int\phi\,f(q/k)\,dx,\qquad f(s)=1-\frac{\arctan s}{s}=\int_0^1\frac{s^2\mu^2}{1+s^2\mu^2}d\mu.$$

For small $s$, $f\simeq s^2/3$. If $\langle k^{-2}\rangle=\int\phi k^{-2}dx$ is finite, then $\sigma\simeq q^2\langle k^{-2}\rangle/3$. This is diffusion, and the lowest slab mode with $q=\pi/L$ has $g\simeq\pi^2\langle k^{-2}\rangle/(3L^2)$. For both full profiles $\langle k^{-2}\rangle$ diverges, and the wings must be kept inside $f$.

**Lorentz.** Let $\varepsilon=q/k_0\ll1$. The integral comes from $x\sim\varepsilon^{-1/2}\gg1$, where $\phi\simeq1/(\pi x^2)$ and $s\simeq\varepsilon x^2$. With $dx=ds/(2\sqrt{\varepsilon s})$ and two wings,

$$\sigma_L\simeq\frac{\sqrt\varepsilon}{\pi}\int_0^\infty\frac{f(s)}{s^{3/2}}ds=\frac{\sqrt\varepsilon}{\pi}\int_0^1\sqrt\mu\,d\mu\int_0^\infty\frac{\sqrt v\,dv}{1+v^2}=\frac{\sqrt2}{3}\sqrt\varepsilon,$$

using $v=s\mu$; the two integrals are $2/3$ and $\pi/\sqrt2$.

**Doppler.** Now $s=\varepsilon e^{x^2}$, so $\phi=\varepsilon/(s\sqrt\pi)$ and $dx=ds/(2xs)$. With $\ell=\ln(1/\varepsilon)$,

$$\sigma_D\simeq\frac{\varepsilon}{\sqrt\pi}\int_\varepsilon^\infty\frac{f(s)\,ds}{s^2\sqrt{\ell+\ln s}}\simeq\frac{\pi}{4}\frac{\varepsilon}{\sqrt{\pi\ell}}\left(1-\frac1{4\ell}\right).$$

The lower limit $\varepsilon$ has been replaced by zero after expanding the root in $\ln s/\ell$. The integrals needed are $\int f s^{-2}ds=\pi/4$ and $\int f s^{-2}\ln s\,ds=\pi/8$, both found with $v=s\mu$.

Thus $q^2$ is replaced by $|q|^{1/2}$ or by $|q|$ with a logarithm. These are nonlocal operators, and no diffusion coefficient can represent them.

## Escape factors of a slab

Set $z=L(1+t)/2$ and $w=qL/2$, so that $\varepsilon=2|w|/(k_0L)$. In a thick slab the lowest mode has $|w|$ of order one, and to leading order $\ell$ may be replaced by $\ln(k_0L/2)$. Let $\Lambda_\alpha$ be the lowest eigenvalue of $|w|^\alpha$ for functions confined to $-1<t<1$. Inserting $\varepsilon$ in the two symbols gives

$$g_D\to\frac{C_D}{k_0L\sqrt{\pi\ln(k_0L/2)}},\quad C_D=\frac\pi2\Lambda_1,\qquad g_L\to\frac{C_L}{\sqrt{\pi k_0L}},\quad C_L=\frac{2\sqrt\pi}{3}\Lambda_{1/2}.$$

To find $\Lambda_\alpha$, put $b=\alpha/2$ and expand in $u_n=(1-t^2)^bP_n^{(b,b)}(t)$ with even $n$, since the lowest mode is even. Rodrigues' formula makes $u_n$ equal to $(-1)^n/(2^nn!)$ times the $n$th derivative of $(1-t^2)^{n+b}$. Each derivative becomes a factor $iw$ in Fourier space, and Poisson's integral for the Bessel function then gives, for $w>0$,

$$\hat u_n(w)=(-i)^n\sqrt\pi\,2^{b+1/2}\frac{\Gamma(n+b+1)}{n!}\frac{J_{n+b+1/2}(w)}{w^{b+1/2}}.$$

In the matrix element $\frac1{2\pi}\int|w|^\alpha\hat u_m^*\hat u_n\,dw$ the powers combine to $1/w$. For orders differing by a nonzero even integer, $\int_0^\infty J_\mu J_\nu\,dw/w=0$; for equal orders it is $1/(2\nu)$. The operator matrix is therefore diagonal:

$$M_{nn}=\frac{2^{\alpha+1}}{2n+\alpha+1}\left[\frac{\Gamma(n+\alpha/2+1)}{n!}\right]^2,\quad B_{mn}=\int_{-1}^1(1-t^2)^\alpha P_m^{(b,b)}P_n^{(b,b)}dt.$$

The basis is not orthogonal, so one solves $Mc=\Lambda Bc$. For $\alpha=1$ the first function alone gives the upper bound $(\pi/2)/(4/3)=3\pi/8\approx1.18$. Nine functions give $\Lambda_1=1.158$ and $\Lambda_{1/2}=0.970$, hence $C_D=1.819$ and $C_L=1.146$.

A direct diagonalization of $K$ in space shows how quickly these laws are reached:

| $k_0L$ | $g_D$, direct | $g_D$, law | $g_L$, direct | $g_L$, law |
|---|---|---|---|---|
| $10^2$ | 5.64e-3 | 5.19e-3 | 6.53e-2 | 6.47e-2 |
| $10^3$ | 4.30e-4 | 4.12e-4 | 2.05e-2 | 2.05e-2 |
| $10^4$ | 3.59e-5 | 3.52e-5 | 6.47e-3 | 6.47e-3 |

The direct Doppler entries at $10^3$ and $10^4$ are converged in cell size; extrapolating linearly from 800 and 1600 cells, as in the output below, gives values 0.1% and 0.3% lower. Relative to the law, the direct Doppler value is 9% high at $k_0L=100$ and 2% high at $10^4$. The corrections are powers of $1/\ln(k_0L/2)$. The first-order coefficient is $\langle\ln|w|\rangle/2-1/4$, averaged over the lowest mode with weight $|w||\hat u|^2$. Since $\langle\ln|w|\rangle\approx0.51$, it nearly vanishes, and the excess falls roughly as the inverse square of the logarithm.

The scaling has a simple reading. Escape in one flight needs roughly $k(x)L<1$. For Lorentz this means $|x|>\sqrt{k_0L}$, with emission probability of order $1/\sqrt{k_0L}$. For Doppler it means $x^2>\ln(k_0L)$, with probability close to $1/[k_0L\sqrt{\pi\ln(k_0L)}]$. These are the two laws apart from their constants.

## Removing the wings restores diffusion

If the wings are the cause, cutting them off should bring back $L^{-2}$ even though redistribution remains complete. Keep a Lorentz line only for $|x|<2$ and renormalize it. Then

$$k_0^2\langle k^{-2}\rangle=\frac{\int_0^2(1+x^2)dx}{\int_0^2dx/(1+x^2)}=\frac{14/3}{\arctan2}=4.215.$$

At $k_0L=400$ the least absorbed frequency still has optical thickness 80. Diffusion predicts $g=8.67\times10^{-5}$, and direct diagonalization gives $8.50\times10^{-5}$ when converged in cell size ($8.53\times10^{-5}$ on 1600 cells). Between $k_0L=200$ and 400 the logarithmic slope is $-1.97$. The full Lorentz line at $k_0L=400$ has $g=3.24\times10^{-2}$, which is 380 times larger. Redistribution alone thus does not defeat diffusion; it must reach frequencies at which the gas is transparent.

## How large the effect is

Take round model parameters for a $J=0$ to $J=1$ line: $g_2/g_1=3$, $\lambda=500$ nm, $A=10^6$ s$^{-1}$, $N=3\times10^{20}$ m$^{-3}$, atomic mass 100 u, $T=500$ K and $L=0.1$ m. The line strength is

$$NS=\frac{3(5\times10^{-7})^2(3\times10^{20})(10^6)}{8\pi}=8.95\times10^{12}\ \mathrm{m^{-1}\,Hz}.$$

*Doppler broadening.* The thermal speed $\sqrt{2k_BT/m}=288$ m/s gives $\Delta=288/(5\times10^{-7})$ Hz $=0.577$ GHz. Then $k_0=NS/(\sqrt\pi\Delta)=8758$ m$^{-1}$ and $k_0L=876$. The direct solution gives $g=4.97\times10^{-4}$, so the trapped lifetime is $1/(gA)=2.0$ ms. The asymptotic law gives $g=4.75\times10^{-4}$. Both values are for atoms that stay in place while excited. Here an atom at the thermal speed moves 0.29 mm in the time $1/A$, or about $2.5/k_0$. Adding this flight to each step, with a velocity uncorrelated with the photon, would raise the decay rate by about 8% if excited atoms reflect at the walls and 9% if they are quenched there, for lifetimes of 1.87 and 1.84 ms.

*Collisional broadening.* Let a buffer gas that does not quench produce a half width of 5 GHz, large enough to neglect the Doppler width. Then $k_0=NS/(\pi\Delta)=570$ m$^{-1}$, $k_0L=57.0$ and $g=0.0870$. The lifetime is 11.5 µs. A random walk that samples a frequency, a direction and a free path at every emission gives $g=0.0873$.

Line-centre diffusion, $g=\pi^2/[3(k_0L)^2]$, would predict 0.23 s and 0.99 ms. These lifetimes are too long by factors of about 116 and 86.

Collisions shorten the lifetime by a factor of 175, for two reasons. The Doppler law evaluated at $k_0L=57$ would give $g\approx0.0098$, about 21 times its value at 876; this is the effect of a lower peak absorption. Changing to the Lorentz law at the same $k_0L$ contributes a further factor of 8.7, which is the effect of the wings. The two factors, 20.7 and 8.7, multiply to 180, the ratio of the two asymptotic laws; the direct solutions give 175.

## What to do in practice

**Choose the profile at the escape edge.** The relevant detuning is where $k(x)L\sim1$, not the core. For the Doppler case take $x^2=\ln(k_0L/2)=6.08$. The natural half width is $1.38\times10^{-4}\Delta$, and at this detuning its wing is 0.6% of the Doppler profile. The local ratio understates the effect, because escape counts all emission beyond the edge and the wing falls off slowly. The wing is transparent there, and for half width $a=1.38\times10^{-4}$ the two wings beyond $|x|=2.47$ carry probability $2a/(\pi|x|)=3.6\times10^{-5}$, about 7% of $g$. With complete redistribution, natural broadening would thus raise $g$ by roughly that fraction. Resonance broadening, caused by collisions between like atoms, is also left out of the Doppler figures, but it is not negligible at this density. The usual estimate of its half width is $2\pi\sqrt{g_2/g_1}\,N(\lambda/2\pi)^3\approx1.6$ times the natural one, and the two together would raise $g$ by about 17%. With the atomic flight included as well, the rise is about 25% and the lifetime falls from 2.0 ms to about 1.6 ms; the factor 175 above refers to the pure Doppler line with motionless atoms. As $k_0L$ grows, the Doppler profile at the edge falls as $2/(k_0L)$ while a Lorentz wing falls only as $1/\ln(k_0L/2)$, so the wing eventually dominates. If that wing is natural, partial redistribution must be treated and neither law applies.

**Do not fit a diffusion coefficient.** Setting $gA=\pi^2D/L^2$ defines an apparent $D=gAL^2/\pi^2$. It grows as $L^{3/2}$ for Lorentz and nearly as $L$ for Doppler, so a value fitted in one cell fails in another. In the asymptotic regime, doubling $L$ multiplies the Lorentz lifetime by $\sqrt2$ and the Doppler lifetime by slightly more than 2, whereas diffusion would give 4.

**Keep the wings in simulations.** A frequency grid must extend to detunings where $k(x)L\ll1$ and the remaining emission probability is small compared with $g$. A narrower grid can produce a smooth and convincing diffusive answer to a different problem.

**Add quenching separately.** A uniform quenching rate $Q$ adds $-Qn$ to the Holstein equation. It leaves the spatial modes unchanged, so the slowest decay rate becomes $gA+Q$. The fraction of that mode's excitation leaving as light is $gA/(gA+Q)$. Trapping therefore makes a quenching rate important once it approaches $gA$, even when it is far below $A$.

The numerical output below gives the remaining values.

## Numbers as computed

```
Transmission at k0*r=1e6, Doppler: 1.491e-07; Lorentz: 5.642e-04
Moment q=0.50, Doppler [k0^-q]: 1.2533
Moment q=0.25, Lorentz [k0^-q]: 1.5130
Mean of min(step,R) [1/k0], k0*R=1e+02: Doppler 2.550, Lorentz 11.26
Mean of min(step,R) [1/k0], k0*R=1e+04: Doppler 3.523, Lorentz 112.83
Mean of min(step,R) [1/k0], k0*R=1e+06: Doppler 4.277, Lorentz 1128.36
Lambda_1: 1.15777 (lattice check 1.1581)
Lambda_half: 0.97017
Escape constants: C_D = 1.8186, C_L = 1.1464
k0*L=1e+02: Doppler g=5.639e-03 (law 5.188e-03), Lorentz g=6.530e-02 (law 6.468e-02)
k0*L=1e+03: Doppler g=4.294e-04 (law 4.116e-04), Lorentz g=2.048e-02 (law 2.045e-02)
k0*L=1e+04: Doppler g=3.584e-05 (law 3.516e-05), Lorentz g=6.468e-03 (law 6.468e-03)
Log slope of g, k0*L 1e3 to 1e4: Doppler -1.079, Lorentz -0.500
Single frequency, k0*L=100: g=3.200e-04, diffusion 3.290e-04
Lorentz cut at |x|=2: mean k^-2 = 4.215 k0^-2
Cut line, k0*L=400: g=8.531e-05, diffusion 8.667e-05
Cut line log slope, k0*L 200 to 400: -1.967
Full Lorentz line, k0*L=400: g=3.243e-02
Ratio full/cut: 380
Wavelength: 500 nm; A: 1.0e+06 s^-1; g2/g1: 3
Density: 3.0e+20 m^-3; thickness: 0.10 m
Mass: 100 u; temperature: 500 K
Thermal speed sqrt(2kT/m): 288.3 m/s
Line strength, integral of k over frequency: 8.9525e+12 m^-1 Hz
Doppler 1/e half width: 0.5767 GHz
Collisional half width: 5.0 GHz
k0 Doppler: 8758.3 m^-1; k0 Lorentz: 569.9 m^-1
k0*L Doppler: 875.8; k0*L Lorentz: 56.99
Natural half width / Doppler width: 1.38e-04
Natural wing / Doppler profile at escape edge: 5.61e-03
Atoms per cubic reduced wavelength: 0.151
g Doppler: 4.9659e-04 (law 4.7503e-04)
g Lorentz: 8.6998e-02 (law 8.5673e-02)
g Lorentz from random walk: 8.7331e-02
Free-atom lifetime: 1.00 microseconds
Trapped lifetime, Doppler: 2013.7 microseconds
Trapped lifetime, Lorentz: 11.49 microseconds
Line-centre diffusion, Doppler k0: 2.332e+05 microseconds
Line-centre diffusion, Lorentz k0: 987.3 microseconds
```
